# Why the methyl group in toluene turns almost freely

The methyl barrier in toluene is small for two reasons. The first is symmetry: a threefold top on a frame with twofold symmetry about the same axis has no threefold torsional term, because the contributions of the two sides of the frame cancel. The lowest term left is sixfold. The second, shown here for a rigid top and frame, is smoothness: an interaction that varies gently with angle has weak high harmonics, so its direct sixfold term is small. With a barrier $V_6$ of roughly $5\ \mathrm{cm^{-1}}$ and a rotational constant $F$ near $5.5\ \mathrm{cm^{-1}}$, the torsional levels lie close to the free-rotor values $Fm^2$.

The size $5\ \mathrm{cm^{-1}}$ is an input here. Symmetry removes $V_3$ but sets no value for $V_6$, and the model below illustrates how a smooth pair interaction makes $V_6$ smaller than the threefold term of one side (by a factor of about 5 to 14 for the two powers tried). It does not fix the size or the sign of $V_6$ in toluene, where relaxation of the geometry supplies a further sixfold term of comparable size.

## What symmetry removes

Let $\alpha$ be the angle of one methyl CH bond about the C–C axis, with $\alpha=0$ when this bond lies in the ring plane. The ring with its other atoms is the frame, and the methyl group is the top. Both are taken as rigid. Measured from its value at $\alpha=0$, the torsional potential is written

$$V(\alpha)=\sum_{n>0}\frac{V_n}{2}\,(1-\cos n\alpha).$$

A negative $V_n$ is allowed; it puts a maximum of that term at $\alpha=0$.

Three symmetries restrict this series.

- Turning the top by $2\pi/3$ permutes identical hydrogens, so $V(\alpha+2\pi/3)=V(\alpha)$.
- Turning the top by $\pi$ relative to the frame is equivalent, apart from a rotation of the whole molecule, to turning the frame by $-\pi$. That maps the frame onto itself, so $V(\alpha+\pi)=V(\alpha)$.
- Reflection in the ring plane changes $\alpha$ to $-\alpha$, so sine terms are absent.

The first condition requires $n$ to be a multiple of 3, the second a multiple of 2. Hence $n=6,12,\ldots$, and $V_3=0$. Equivalently, the two periods differ by $\pi-2\pi/3=\pi/3$, which must itself be a period. The argument concerns the whole electronic energy, whatever mixture of repulsion, electrostatics and delocalization produces it.

## The cancellation, seen in a pair sum

A solvable model shows where the threefold term goes. Let each methyl hydrogen interact with a site on the frame through a function of their distance $d$. Take the top axis as $z$ and the ring plane as $yz$. The hydrogen is at $(\rho\sin\alpha,\rho\cos\alpha,z_H)$ and the site at $(0,b,z_s)$, with $b>0$. Then

$$\begin{aligned}
d^2&=\rho^2\sin^2\alpha+(\rho\cos\alpha-b)^2+(z_H-z_s)^2\\
&=A-B\cos\alpha,
\end{aligned}$$

where

$$A=\rho^2+b^2+(z_H-z_s)^2,\qquad B=2\rho b .$$

The interaction is therefore an even periodic function,

$$u(\alpha)=c_0+2\sum_{n\ge1}c_n\cos n\alpha .$$

The three hydrogens sit at $\alpha+2\pi k/3$ with $k=0,1,2$. Their sum contains

$$\sum_{k=0}^{2}\cos n\!\left(\alpha+\frac{2\pi k}{3}\right)
=\mathrm{Re}\left[e^{in\alpha}\sum_{k=0}^{2}e^{2\pi ink/3}\right].$$

The inner sum is 3 if $n$ is a multiple of 3. Otherwise it is the sum of the three cube roots of unity, which is zero. One site thus gives

$$V_{+}(\alpha)=3c_0+6c_3\cos3\alpha+6c_6\cos6\alpha+\ldots$$

The equivalent site on the other side is at $-b$. This reverses the sign of $B$, which is the same as replacing $\alpha$ by $\alpha+\pi$, so each $c_n$ is multiplied by $(-1)^n$:

$$V_{-}(\alpha)=3c_0-6c_3\cos3\alpha+6c_6\cos6\alpha-\ldots$$

In the sum, the threefold terms cancel and the sixfold terms add:

$$V_++V_-=6c_0+12c_6\cos6\alpha+\ldots$$

The physical picture is direct. When one CH bond points towards the right-hand site, the other two straddle the left-hand site. A turn by $60^\circ$ exchanges these roles. What one side gains in threefold energy, the other loses.

If the sides have unequal strengths $w_+$ and $w_-$, the threefold term is $6c_3(w_+-w_-)\cos3\alpha$. It measures the difference between the sides and returns as soon as the two strengths differ. For inequivalent sides in general, symmetry no longer forbids the term, although it can still vanish by accident.

## Why the surviving term is small

Take an inverse-power interaction with strength $u_0$ at distance $d_0$:

$$u=u_0\left(\frac{d_0}{d}\right)^{2s}=u_0d_0^{2s}(A-B\cos\alpha)^{-s}.$$

Define

$$q=\frac{A-\sqrt{A^2-B^2}}{B}.$$

This is the smaller root of $q^2-(2A/B)q+1=0$. Since $A-B=(\rho-b)^2+(z_H-z_s)^2$ is positive when the atoms do not coincide, both roots are real and positive. Their product is 1, so $0<q<1$. The quadratic equation gives $1+q^2=2qA/B$, and therefore

$$\begin{aligned}
\frac{B}{2q}(1-qe^{i\alpha})(1-qe^{-i\alpha})
&=\frac{B}{2q}(1+q^2-2q\cos\alpha)\\
&=A-B\cos\alpha .
\end{aligned}$$

Each factor raised to the power $-s$ has the binomial series

$$(1-x)^{-s}=\sum_{j\ge0}\binom{s-1+j}{j}x^j .$$

Multiplying the two series gives terms $q^{j+k}e^{i(j-k)\alpha}$. The coefficient of $e^{in\alpha}$, which is $c_n$, collects those with $j=k+n$:

$$c_n=u_0d_0^{2s}\left(\frac{2q}{B}\right)^s q^n\sum_{k\ge0}
\binom{s-1+k+n}{k+n}\binom{s-1+k}{k}q^{2k}.$$

To compare the surviving term with the cancelled one, match the cosine coefficients. Since $V_n$ enters as $-(V_n/2)\cos n\alpha$, one site has $V_3=-12c_3$, and two sites have $V_6=-24c_6$. The ratio of magnitudes is $2c_6/c_3$. At leading order in small $q$, only $k=0$ is kept, and

$$\frac{2c_6}{c_3}\approx2q^3\,
\frac{\binom{s+5}{6}}{\binom{s+2}{3}}
=2q^3\,\frac{(s+3)(s+4)(s+5)}{120}.$$

The factor $q^3$ is the price of three further harmonics. The factor that depends on $s$ works against it, because a steep interaction has sharper angular structure. A softer interaction therefore gives a smaller ratio.

For numbers, let the sites be the two ortho hydrogens in an idealized geometry, with $u_0=50\ \mathrm{cm^{-1}}$ at $d_0=2.4$ Å and $s=6$, a $d^{-12}$ repulsion. These are chosen model parameters. The geometry gives $A=9.763$ Å$^2$, $B=4.414$ Å$^2$ and $q=0.239$, and the series gives $c_3=4.924$ and $c_6=0.4647\ \mathrm{cm^{-1}}$. Hence

$$\begin{aligned}
V_3(\text{one site})&=-12(4.924)\approx-59.1\ \mathrm{cm^{-1}},\\
V_6(\text{two sites})&=-24(0.4647)\approx-11.2\ \mathrm{cm^{-1}}.
\end{aligned}$$

The ratio is 0.19. For a $d^{-6}$ interaction in the same geometry it is 0.07. The leading-order formula gives 0.23 and 0.08 for these two cases. It overestimates more and more as the interaction steepens (0.93 against 0.49 for $s=12$). Cancellation removes the large term, and the weak sixth harmonic leaves a small one. If one side is weakened by 20%, the threefold term becomes $-12(4.924)(1-0.8)\approx-11.8\ \mathrm{cm^{-1}}$, already larger than the sixfold term, which drops to $-12(0.4647)(1+0.8)\approx-10.0\ \mathrm{cm^{-1}}$.

## The same question put to the electronic energy

The symmetry argument goes beyond pair forces, so it can be examined with the electronic energy $E(\alpha)$ of the same rigid geometry. At the RHF/STO-3G level, toluene gives $|E(60^\circ)-E(0)|$ of about $10^{-7}\ \mathrm{cm^{-1}}$, zero within the convergence of the calculation. The two geometries are the same molecule turned by $\pi$ about the axis, so this zero holds for any method and tests only the numerics. The sixfold term follows from

$$V_6=E(30^\circ)-\tfrac12[E(0)+E(60^\circ)]\approx0.37\ \mathrm{cm^{-1}},$$

with harmonics from the eighteenth upward neglected. The twelvefold term is about $-0.0007\ \mathrm{cm^{-1}}$.

Replacing one ortho hydrogen by fluorine, at $\alpha=0$ on the side to which the CH bond points, destroys the twofold symmetry. The difference $E(60^\circ)-E(0)$ becomes $24\ \mathrm{cm^{-1}}$, some 66 times the STO-3G sixfold term of toluene. This difference is $V_3$ together with any ninefold and higher odd multiples of three. The substitution also changes the sixfold term, to $3.4\ \mathrm{cm^{-1}}$. These are minimal-basis values whose convergence with the basis is not established, and the factor 66 belongs to this basis only.

These calculations show the threefold term returning when the twofold symmetry is broken, but they do not predict the measured barrier. They omit electron correlation and relaxation of the geometry, and the basis is minimal. Relaxation matters at this scale. The force that tilts the methyl group in the ring plane changes sign under a $60^\circ$ turn and varies as $\cos3\alpha$ to lowest order, so yielding to it lowers the energy by a term in $\cos^23\alpha$, which is sixfold and owes nothing to the sixth harmonic of the rigid interaction. At RHF/STO-3G, letting the methyl group tilt in the plane lowers $E(0)$ by about $4\ \mathrm{cm^{-1}}$, more than ten times the rigid $V_6$. Out-of-plane tilting at $\alpha=30^\circ$ acts in the opposite direction, and the net effect is not computed here. The value $0.37\ \mathrm{cm^{-1}}$ is more than ten times below the rough size of $5\ \mathrm{cm^{-1}}$. Its sign is opposite to that of the pair model: the repulsion favours a CH bond perpendicular to the ring, while this calculation slightly favours one in the plane. That sign depends on the basis, however: the same rigid geometry at RHF/6-31G gives $V_6\approx-0.34\ \mathrm{cm^{-1}}$. These calculations therefore fix neither the sign of the sixfold term nor its origin. In the fluorinated molecule, this rigid STO-3G calculation puts $\alpha=0$, with the CH bond pointing towards fluorine, below $\alpha=60^\circ$. That sign is not explained here and should not be read as the preference of the real molecule.

## The kinetic constant

Let $I_t$ and $I_f$ be the moments of inertia of top and frame about the common axis, and $\phi_t$ and $\phi_f$ their angles in space, so that $\alpha=\phi_t-\phi_f$. For total angular momentum $J=0$,

$$I_t\dot\phi_t+I_f\dot\phi_f=0 .$$

The frame must turn backwards:

$$\dot\phi_f=-\frac{I_t}{I_t+I_f}\dot\alpha,\qquad
\dot\phi_t=\frac{I_f}{I_t+I_f}\dot\alpha .$$

Inserting both rates in the kinetic energy gives

$$\begin{aligned}
T&=\tfrac12I_t\dot\phi_t^2+\tfrac12I_f\dot\phi_f^2\\
&=\frac12\,\frac{I_tI_f^2+I_fI_t^2}{(I_t+I_f)^2}\,\dot\alpha^2
=\frac12\,\frac{I_tI_f}{I_t+I_f}\,\dot\alpha^2 .
\end{aligned}$$

The momentum conjugate to $\alpha$ becomes $-i\hbar\,d/d\alpha$, so the kinetic operator is $-F\,d^2/d\alpha^2$. As a wavenumber,

$$F=\frac{\hbar^2}{2hc}\left(\frac1{I_t}+\frac1{I_f}\right).$$

With $I_t=3.193$ and $I_f=88.15\ \mathrm{u\,Å^2}$,

$$F=16.858\left(\frac1{3.193}+\frac1{88.15}\right)\approx5.47\ \mathrm{cm^{-1}}.$$

The light top does nearly all the turning; the frame rate is $-0.035\,\dot\alpha$.

## Levels of the sixfold rotor

For $J=0$ the wavefunction depends on $\alpha$ alone and has period $2\pi$. The free states are $e^{im\alpha}/\sqrt{2\pi}$ with integer $m$ and energy $Fm^2$. Keeping the sixfold term,

$$H=-F\frac{d^2}{d\alpha^2}+\frac{V_6}{2}
-\frac{V_6}{4}\left(e^{6i\alpha}+e^{-6i\alpha}\right).$$

The potential raises every diagonal element by $V_6/2$ and couples $m$ to $m\pm6$ with element $-V_6/4$.

The states $m$ and $-m$ are degenerate without the potential. They differ by $2m$, so they can mix only if $2m$ is a multiple of 6. For other $m$, and for $m=0$, ordinary second-order perturbation theory applies. The energy denominators are $F$ times

$$m^2-(m\pm6)^2=\mp12(m\pm3),$$

so the shift is

$$\begin{aligned}
\Delta E&=\frac{V_6^2}{16F}\left[\frac1{12(m-3)}-\frac1{12(m+3)}\right]\\
&=\frac{V_6^2}{32F(m^2-9)} .
\end{aligned}$$

The states $m=\pm3$ are coupled directly. Their combinations $\cos3\alpha$ and $\sin3\alpha$ are shifted by $-V_6/4$ and $+V_6/4$. Each state also couples to $m=\pm9$, at a distance $72F$, so to second order

$$E_{3}=9F+\frac{V_6}{2}\mp\frac{V_6}{4}-\frac{V_6^2}{1152F}.$$

The splitting is $V_6/2$, the one first-order splitting in the spectrum.

The states $m=\pm6$ are coupled through $m=0$, which lies $36F$ below, with effective element $V_6^2/(16\cdot36F)=V_6^2/(576F)$. Their common shift adds the effect of $m=\pm12$, which lies $108F$ above:

$$\frac{V_6^2}{16F}\left(\frac1{36}-\frac1{108}\right)=\frac{V_6^2}{864F}.$$

Thus $E_6=36F+V_6/2+V_6^2/(864F)\pm V_6^2/(576F)$.

For $V_6=5\ \mathrm{cm^{-1}}$, diagonalization gives these energies above the $m=0$ level, in $\mathrm{cm^{-1}}$:

| $\lvert m\rvert$ | $Fm^2$ | Sixfold rotor |
|---|---:|---:|
| 1 | 5.47 | 5.47, 5.47 |
| 2 | 21.88 | 21.87, 21.87 |
| 3 | 49.24 | 48.00, 50.50 |
| 4 | 87.53 | 87.57, 87.57 |
| 5 | 136.77 | 136.79, 136.79 |
| 6 | 196.95 | 196.96, 196.97 |

Apart from $|m|=3$, the departures from $Fm^2$ are below $0.05\ \mathrm{cm^{-1}}$. The numerical check tests the perturbation formulas against the diagonalization.

Replacing $V_6$ by $-V_6$ leaves the spacings unchanged, because a shift of $\alpha$ by $\pi/6$ reverses $\cos6\alpha$ and the remaining difference is a constant. The $J=0$ spacings therefore do not tell which orientation is the minimum.

## What makes the rotor nearly free

The lowest level lies at

$$\frac{V_6}{2}-\frac{V_6^2}{288F}=2.5-0.016\approx2.48\ \mathrm{cm^{-1}}$$

above the potential minimum. This is below the barrier top at $5\ \mathrm{cm^{-1}}$. A classical rotor with this energy would be trapped in one well, yet the quantum state is spread almost evenly over all six.

The relevant comparison is between coupling and level spacing. To concentrate in the wells, the $m=0$ state must mix with $m=\pm6$. The coupling is $V_6/4=1.25\ \mathrm{cm^{-1}}$ and the gap is $36F\approx197\ \mathrm{cm^{-1}}$. To first order,

$$\psi\propto1+2a\cos6\alpha,\qquad
a=\frac{V_6}{144F}\approx0.0063 .$$

The ratio of largest to smallest density is $[(1+2a)/(1-2a)]^2\approx1.05$. The condition for a nearly free ground state is thus $V_6/4\ll36F$, not an energy above the barrier. The $|m|=3$ pair is free in a weaker sense: its energies stay near $9F$, but even a small $V_6$ turns its travelling waves into standing waves. The $|m|=6$ pair does the same at second order, with a splitting of only $V_6^2/(288F)\approx0.016\ \mathrm{cm^{-1}}$.

For a threefold potential the corresponding comparison is $V_3/4$ against $9F\approx49\ \mathrm{cm^{-1}}$. A threefold barrier of $5\ \mathrm{cm^{-1}}$ would also leave the ground state nearly free, with mixing coefficient $V_3/(36F)\approx0.025$, four times the sixfold value, and a density ratio of about 1.2. Both the height and the fold enter, through the ratio $V_n/(4n^2F)$. With a hypothetical $V_3=200\ \mathrm{cm^{-1}}$ and the same $F$, the coupling is $50\ \mathrm{cm^{-1}}$, equal to the gap within a few per cent, and the free-rotor picture fails. The lowest level and the degenerate pair above it, which would be $5.47\ \mathrm{cm^{-1}}$ apart in a free rotor, close up to a tunnelling splitting of $0.19\ \mathrm{cm^{-1}}$. The next levels lie more than $83\ \mathrm{cm^{-1}}$ higher. Such a top oscillates in three wells and tunnels between them. In toluene the twofold frame removes the term that could produce this behaviour, and the sixfold term left behind is too weak to do so.

## Computed values

```
Lengths ring CC, CH, C-CH3, CF: 1.39, 1.09, 1.51, 1.35 A
Methyl H distance from axis: 1.0277 A
I_top = 3.1931 u A^2, I_frame = 88.151 u A^2
hbar^2/2 in these units: 16.8576 cm^-1 u A^2
F = 5.4707 cm^-1
Frame rate per unit torsional rate at J=0: -0.0350
Pair model: 50.0 cm^-1 at 2.4 A, power d^-12
A = 9.7628 A^2, B = 4.4143 A^2, q = 0.2390, q^3 = 0.01365
c3 = 4.9239, c6 = 0.4647 cm^-1
One site: V3 = -59.087, V6 = -5.576 cm^-1
Two sites: |V3| = 1.8e-14 cm^-1
Two sites: V6 = -11.152 cm^-1
Two sites: max minus min = 11.152 cm^-1
Sides weighted 1 and 0.8: V3 = -11.817 cm^-1
|V6(two)/V3(one)|, d^-12: 0.1887; d^-6: 0.0736
RHF/STO-3G, rigid idealized geometry:
  toluene |E(60 deg)-E(0)| = 1.6e-07 cm^-1
  toluene V6 = 0.365 cm^-1, V12 = -0.0007 cm^-1
  2-fluorotoluene V3 (with V9) = 24.21 cm^-1
  2-fluorotoluene V6 = 3.44 cm^-1
Torsional levels for chosen V6 = 5.0 cm^-1
  m=0 above potential minimum: 2.4841 cm^-1
  |m|, F m^2, level(s) minus m=0 level (cm^-1):
  1     5.4707     5.4687     5.4687
  2    21.8828    21.8701    21.8701
  3    49.2363    47.9982    50.4982
  4    87.5311    87.5674    87.5674
  5   136.7674   136.7922   136.7922
  6   196.9451   196.9583   196.9742
  splitting of |m|=3: 2.5000 cm^-1
  splitting of |m|=6: 0.0159 cm^-1
  V6/4 = 1.250 cm^-1, 36F = 196.95 cm^-1
  mixing a = 0.00635, density max/min = 1.0521
Hypothetical V3 = 200.0 cm^-1, same F:
  lowest level above minimum: 46.172 cm^-1
  tunnelling splitting: 0.1870 cm^-1
  levels 4 to 6 minus lowest (cm^-1): 83.216, 83.216, 87.184
```
